Effective electric field for electron swarms in crossed fields

Electrons drift through a uniform gas in a steady electric field E at right angles to a steady magnetic field B. If their momentum-transfer frequency ν does not depend on speed, the isotropic part of their velocity distribution is, in the two-term approximation, the one they would have without B in the weaker field

E_eff = E / √(1 + ω²/ν²),  ω = eB/m.  (1)

Here ω is the cyclotron frequency (often written ω_c), m the electron mass and −e the electron charge. Mean energy and excitation rates follow from the isotropic part, so they too depend on E and B through E_eff alone when the gas and ν are fixed. The direction of the current is not covered by this equivalence.

**Setting and assumptions**

Bold letters are vectors, and **ω** = e**B**/m. The acceleration of an electron is

**a** = −(e/m)(**E** + **v**×**B**).

The swarm is uniform and steady. There is no ionization or attachment, and electrons do not collide with one another. The steady Boltzmann equation is then

**a**·∇f = C[f],  (2)

with ∇ the gradient in velocity space and C the effect of collisions with the gas. C is linear in f and independent of the fields.

**First derivation: angular parts of the Boltzmann equation**

Write f as an isotropic part plus a part linear in the direction **n** = **v**/v:

f = f₀(v) + **f₁**(v)·**n**.  (3)

This is the two-term approximation; it drops all finer angular structure. Collisions act on the two parts separately. They change f₀ by C₀[f₀], which may contain elastic recoil and inelastic losses with any dependence on energy. They destroy the directed part at the rate −ν**f₁**. This form neglects corrections of order m/M, with M the atomic mass, and takes inelastic scattering to be isotropic, so that ν includes the full inelastic frequency.

To find the left side of (2), set **f₁** = v**h**(v), so that f = f₀ + **h**·**v**. With a prime for d/dv,

∇f = f₀′**n** + **h** + **n**(**h**′·**v**).

The electric term needs

**E**·∇f = f₀′ **E**·**n** + **E**·**h** + v(**E**·**n**)(**h**′·**n**).

The average of nᵢnⱼ over directions is δᵢⱼ/3. The isotropic part of this expression is therefore

**E**·**h** + (v/3)**E**·**h**′ = (1/3v²) d(v³**E**·**h**)/dv = (1/3v²) d(v²**E**·**f₁**)/dv.

Its part linear in **n** is f₀′**E**·**n**. What remains is quadratic in **n** with zero average, and is dropped with the finer structure.

In the magnetic term, **v**×**B** is perpendicular to **n**, so both terms of ∇f along **n** vanish:

(**v**×**B**)·∇f = (**v**×**B**)·**h** = **v**·(**B**×**h**) = **n**·(**B**×**f₁**).

The magnetic force thus leaves f₀ alone, as a force that does no work must, and turns **f₁**.

Collecting the parts linear in **n** gives

−(e/m)(f₀′**E** + **B**×**f₁**) = −ν**f₁**,

or

ν**f₁** − **ω**×**f₁** = (e/m) f₀′**E**.  (4)

Try **f₁** = α**E** + β **ω**×**E**. Since **E** is perpendicular to **B**, **ω**×(**ω**×**E**) = −ω²**E**, and (4) becomes

(να + ω²β)**E** + (νβ − α)**ω**×**E** = (e/m) f₀′**E**.

The second bracket must vanish, so α = νβ. The first then gives β(ν² + ω²) = (e/m)f₀′. Hence

**f₁** = (e/m) f₀′ (ν**E** + **ω**×**E**)/(ν² + ω²).  (5)

The isotropic part of (2) is

−(e/m)(1/3v²) d(v²**E**·**f₁**)/dv = C₀[f₀].

In **E**·**f₁** the second term of (5) drops out, because **ω**×**E** is perpendicular to **E**. With everything on one side,

(1/v²) d(v²D f₀′)/dv + C₀[f₀] = 0,  (6)

D = e²E²ν / [3m²(ν² + ω²)].  (7)

D is a diffusion coefficient in velocity space: it measures how fast the field spreads electrons over speeds. Taking ν² out of the bracket,

D = e²E² / [3m²ν(1 + ω²/ν²)] = e²E_eff² / (3m²ν).  (8)

This is the coefficient for B = 0 and field E_eff. For constant ν the agreement holds at every speed with one number E_eff. As C₀ does not contain the fields, the two swarms obey the same equation, and a unique normalized solution is common to both. If ν depends on v, (7) still holds, but the factor 1 + ω²/ν² varies with speed and no single field reproduces D.

**What happens to the current**

The two parts of (5) are perpendicular, and |ν**E** + **ω**×**E**| = E√(ν² + ω²). So

|**f₁**| = (e/m)|f₀′| E/√(ν² + ω²) = (e/m)|f₀′| E_eff/ν,

which is also the unmagnetized value in E_eff. At this level the magnetic field rotates the directed part by the angle arctan(ω/ν).

The drift velocity is the mean of **v**. With n_e the electron density and the same angular average,

n_e**W** = (4π/3) ∫ v³**f₁** dv.

Integration by parts gives ∫v³f₀′dv = −3∫v²f₀dv = −3n_e/4π, so that

**W** = −(e/m)(ν**E** + **ω**×**E**)/(ν² + ω²),  |**W**| = eE_eff/(mν).  (9)

The drift component along the field axis has magnitude (eE/mν)/(1 + ω²/ν²). It carries the square of the reduction factor in (1), so putting E_eff into the unmagnetized mobility gives the drift speed, not this component. The power absorbed per electron is

P = −e**E**·**W** = e²E²ν/[m(ν² + ω²)] = e²E_eff²/(mν).  (10)

For ω ≪ ν the field has almost its full effect, E_eff ≈ E(1 − ω²/2ν²). For ω ≫ ν, E_eff ≈ Eν/ω, the drift speed tends to E/B, and the power becomes proportional to ν: collisions are then what allows the electron to gain energy. At fixed E and B the derivative of (10) with respect to ν is proportional to ω² − ν², so the power is greatest at ν = ω.

**Second derivation: a random walk in energy**

The same coefficient follows from single electrons, with no expansion in angles. Let **E** lie along x and **B** along z. The field does work on an electron at the rate p(t) = −eEvₓ(t). Collisions keep changing the sign of vₓ, so the energy ε = mv²/2 performs a random walk.

Suppose that the speed changes little during a time 1/ν. The memory of vₓ can then be found at fixed speed, with **E** left out. Let **V**(t) be the mean velocity of electrons that all started with velocity **v**. The magnetic acceleration is −(e/m)**V**×**B** = **ω**×**V**, and collisions reduce **V** at the rate ν:

dVₓ/dt = −νVₓ − ωV_y,  dV_y/dt = −νV_y + ωVₓ.

The solution that starts from **v** is, for the x component,

Vₓ(t) = e^(−νt)(vₓ cos ωt − v_y sin ωt).

Multiply by the initial vₓ and average over initial directions. The average of vₓ² is v²/3 and that of vₓv_y is zero:

⟨vₓ(0)vₓ(t)⟩ = (v²/3) e^(−νt) cos ωt.  (11)

Over a time t much longer than 1/ν, the mean square of the work is the double time integral of ⟨p p⟩, which is 2Kt with

K = e²E² ∫₀^∞ ⟨vₓ(0)vₓ(t)⟩ dt = e²E²(v²/3) ν/(ν² + ω²).  (12)

The magnetic field acts through the cosine: it turns the velocity between collisions, so the work keeps its sign for a shorter time and adds up less.

Spreading alone does not fix the flow of electrons in energy, since there is also a mean gain A(ε). Let N(ε) = g(ε)f₀ be the number of electrons per unit energy, where g = 4πv² dv/dε = 4πv/m. For small steps the upward flow is

J = AN − d(KN)/dε.

A follows from one special case. If f is the same at all velocities, the fields do not change it, because **a**·∇f = 0. Elastic scattering from heavy atoms at rest does not change it either. J must then be independent of ε, and it is zero at ε = 0, below which there are no electrons. So J = 0 for constant f₀, which requires Ag = d(Kg)/dε. Putting this back for general f₀,

J = f₀ d(Kg)/dε − d(Kg f₀)/dε = −Kg df₀/dε.  (13)

With df₀/dε = f₀′/(mv) and g = 4πv/m,

J = −4πK f₀′/m² = −4πv² {e²E²ν/[3m²(ν² + ω²)]} f₀′.

The factor in braces is D of (7). The number of electrons in a speed interval dv is 4πv²f₀dv, so this flow changes f₀ at the rate −(1/4πv²) dJ/dv = (1/v²) d(v²Df₀′)/dv. Adding C₀[f₀] gives (6) again, and constant ν gives (1).

The mean gain also agrees with (10). For constant ν, Kg is proportional to v³, hence to ε^(3/2), and A = (3/2)K/ε = 3K/(mv²) = e²E²ν/[m(ν² + ω²)].

**What each derivation assumes**

The first derivation assumes that f is nearly isotropic. For a Maxwellian f₀ at temperature T_e, f₀′ = −(mv/kT_e)f₀, with k the Boltzmann constant, and the neglect rests on the smallness of

|**f₁**|/f₀ = mvW/kT_e,  W = eE_eff/(mν).

The second assumes small energy steps. Extended down to a time 1/ν, the law 2Kt gives a spread in energy of about √(2K/ν) = √(2/3) mvW, which must be small compared with kT_e. Apart from a factor of order one this is the same condition. A steeper f₀, as above an excitation threshold, makes it harder to meet.

The derivations differ in how they treat inelastic collisions. In the first, these enter C₀ and, if isotropic, simply add to ν. In the second, the memory (11) was computed at fixed speed. An isotropic inelastic collision still ends that memory, so ν is again the total frequency, but the argument for A used elastic scattering alone. It is therefore safe when inelastic collisions are rare compared with ν. The first derivation also gives the vector **f₁** and the drift. The second gives the heating and shows where the reduction comes from.

The condition that f be nearly isotropic cannot be dropped. Let every collision stop the electron completely, still at constant frequency ν, so that f is far from isotropic. Starting from rest, u = vₓ + iv_y obeys du/dt = −eE/m + iωu, with solution u = −(eE/m)(e^(iωt) − 1)/(iω). The energy at a time t after the last collision is

ε = (e²E²/mω²)(1 − cos ωt).

The times t have the distribution νe^(−νt), for which the mean of cos ωt is ν²/(ν² + ω²). So

⟨ε⟩ = e²E²/[m(ν² + ω²)] = e²E_eff²/(mν²).

Without B in the field E_eff, ε = e²E_eff²t²/2m and ⟨t²⟩ = 2/ν², which gives the same mean. The mean squares differ. With r = ω/ν,

⟨(1 − cos ωt)²⟩ = 3/2 − 2/(1 + r²) + 1/[2(1 + 4r²)] = 6r⁴/[(1 + r²)(1 + 4r²)],

while ⟨t⁴⟩ = 24/ν⁴ gives 6e⁴E_eff⁴/(m²ν⁴) without B. The ratio of ⟨ε²⟩ in crossed fields to that in E_eff is

(1 + r²)/(1 + 4r²),  (14)

or 0.33 at r = 1.47. The magnetized electron cannot exceed 2e²E²/(mω²), whereas the other has no upper limit. The equivalence of energy distributions is thus a result for nearly isotropic swarms.

A simulation of individual flights and collisions tests the nearly isotropic case without using (3). In units with e = m = ν = 1 it had cold atoms of mass 500, E = 0.14, ω = 1.5 and an excitation of energy 3 and frequency 0.01. The mean energy was 1.174 in crossed fields and 1.179 without B in E_eff = 0.0777. The fractions of electrons above the threshold were 0.0450 and 0.0448.

**A case with a closed solution**

For elastic collisions alone, C₀ can be written down. An electron deflected by χ gives an atom at rest the momentum √(2(1 − cos χ)) mv, hence the energy (2m/M)(1 − cos χ)ε. The mean loss rate is 2(m/M)νε, which corresponds to dv/dt = −(m/M)νv. Thermal motion of the gas adds a diffusion term, fixed by the demand that a Maxwellian at gas temperature T be stationary when E = 0:

C₀[f₀] = (1/v²) d{v²(m/M)ν[vf₀ + (kT/m)f₀′]}/dv.

In the steady state the total flow in speed vanishes:

Df₀′ + (m/M)ν[vf₀ + (kT/m)f₀′] = 0,  so  f₀′/f₀ = −mv/(kT + MD/ν).

For constant ν this is a Maxwellian with

kT_e = kT + M e²E_eff²/(3m²ν²) = kT + MW²/3,  (15)

to leading order in m/M.

**Example: helium in crossed fields**

Take helium at 1 Torr and 300 K, E = 4.0 V/cm and B = 20 mT, with a closed path for the transverse drift. Rough values for the gas are ν = 2.4×10⁹ /s and, for all excitation together, 3×10⁷ /s above 19.8 eV. Then ω = 3.518×10⁹ /s and

ω/ν = 1.466,  √(1 + 1.466²) = 1.775,  E_eff = 4.0/1.775 = 2.25 V/cm.

Equation (6), solved numerically with **f₁** taken from (4), gives a mean energy of 4.90 eV, and so does the unmagnetized swarm in 2.25 V/cm. Elastic collisions alone would give kT_e = 3.80 eV from (15) and a mean of 5.70 eV; excitation lowers it.

At the same E, gas and ν but without B, the mean energy is 6.88 eV. The magnetic field lowers it by 29 %, but it lowers the excitation frequency per electron from 3.6×10⁵ to 2.7×10⁴ /s, a factor of about 14. Excitation draws on the tail of f₀, which responds far more strongly to the heating than the mean does.

The mobility without B is e/(mν) = 7.33×10⁵ cm²/Vs. By (9) the drift speed is 7.33×10⁵ × 2.25 = 1.65×10⁶ cm/s, turned by 56° from the direction opposite to **E**. Its component along the field axis is 9.3×10⁵ cm/s, so the power is 4.0 × 9.31×10⁵ = 3.7×10⁶ eV/s per electron. Elastic collisions take 3.2×10⁶ eV/s and excitation 0.53×10⁶ eV/s.

**The example beside a real reactor**

The example is simpler than a magnetically enhanced reactor, which may run at far lower pressure and with radio-frequency, nonuniform fields; those here are steady and uniform. The assumption that matters most among those sized here is the free transverse drift. If walls block it, charge builds up until a Hall field E_y makes W_y zero. By (9) this requires νE_y + ωE = 0, so E_y = −(ω/ν)E = −5.9 V/cm. The total field is E√(1 + ω²/ν²), its effective value is E, and the mean energy returns to 6.88 eV, 41 % above the value for free drift.

Other omissions are smaller or less certain:

- In helium ν falls at low energy. With ν proportional to √ε below 4 eV, a rough model, the mean energy is 4.96 eV in crossed fields and 5.19 eV with the single field E_eff, which is 4.6 % too high. The sign follows from (7). Where ν is below its plateau value ν_p, the single field replaces ν² + ω² by the smaller ν² + ω²ν²/ν_p², and so overstates the heating. Where ν exceeds the value used in E_eff, the inequality and the sign reverse. In real helium at this pressure ν rises to roughly 2.8×10⁹ /s near 10 eV, so the size and sign found here belong to the rough model and to the choice of ν_p. The excitation rate is much more sensitive to that choice than the mean energy.
- Energy is carried some distance before it is lost. The integral of (11) is also the spatial diffusion coefficient across B. With the energy-loss frequency P/⟨ε⟩ = 7.6×10⁵ /s it gives a length of 1.0 cm for diffusion alone. In the same time an electron also drifts 1.2 cm along the field axis, so toward the anode the memory of earlier conditions reaches farther, over a good part of a 5 cm gap. There f₀ need not follow the local field; the size of that error was not computed.
- At a rough electron density of 10¹⁰ cm⁻³, collisions between electrons have 6 % of the energy-loss frequency. Their effect on the tail was not computed.
- Ionization, at a rough 10⁷ /s above 24.6 eV, would take about 0.1 % of the power. That is only about 150 ionizations per second per electron, while ambipolar diffusion to the walls of a 5 cm gap removes electrons at roughly 10⁴ /s. With free transverse drift, direct ionization would thus not sustain the plasma; the example describes heating in a plasma maintained by other means. With the drift blocked, the same rough rate gives about 1.5×10⁴ ionizations per second, comparable with the loss.
- For the bulk of the electrons the anisotropy is slight: |**f₁**|/f₀ is about 0.035 at the mean energy, and (W/v_rms)² = 1.6×10⁻⁴, with v_rms the root-mean-square speed. Above the excitation threshold f₀ is steeper. Balancing Df₀″ against ν_x f₀, with ν_x the excitation frequency there, gives |**f₁**|/f₀ ≈ √(3ν_x/ν) ≈ 0.2. The two-term approximation is most strained there. Even so, with isotropic scattering and these frequencies, keeping the finer angular terms changes the excitation frequency by less than 0.1 %.

The full set of values is in the numerical output below.

Computed values

```
MONTE CARLO TEST (e = m = nu = 1)
M/m = 500, E = 0.14, omega_c = 1.5, E_eff = 0.07766
excitation threshold 3.0, frequency 0.01
mean energy: crossed 1.174, E_eff 1.179, grid 1.176
fraction above: crossed 0.0450, E_eff 0.0448, grid 0.0444
drift Wx, Wy sampled: -0.0426, -0.0643
drift Wx, Wy formula: -0.0431, -0.0646
elastic mean energy: sampled 1.496, formula 1.508
HELIUM EXAMPLE: inputs
pressure 1.0 Torr, gas 300 K, density 3.219e+16 cm^-3
E = 4.00 V/cm, B = 20.0 mT
nu = 2.40e+09 /s, excitation 3.0e+07 /s above 19.8 eV
M/m = 7296.3, gas temperature kT = 0.02585 eV
HELIUM EXAMPLE: results
omega_c = 3.5176e+09 /s, omega_c/nu = 1.4657
reduction factor E_eff/E = 0.5636
E_eff = 2.2544 V/cm = 225.44 V/m
mean energy: crossed 4.8957 eV, E_eff without B 4.8957 eV
largest cell difference / peak = 2.6e-13
mean energy at full E without B = 6.8837 eV
fraction above threshold: crossed 8.904e-04, without B 1.216e-02
excitation per electron: crossed 2.671e+04 /s, without B 3.648e+05 /s
drift along E axis -9.3112e+05 cm/s, transverse -1.3647e+06 cm/s
drift speed 1.6521e+06 cm/s, turned by 55.70 deg
mobility e/(m nu) = 7.3284e+05 cm2/Vs, along E with B 2.3278e+05 cm2/Vs
power per electron 3.7245e+06 eV/s
elastic loss 3.1950e+06 eV/s, excitation loss 5.2889e+05 eV/s
elastic-only kTe = 3.8001 eV, mean energy 5.7002 eV
NEGLECTED EFFECTS
nu falling as sqrt(energy) below 4 eV:
  mean energy crossed 4.9616 eV, single E_eff 5.1901 eV
  error of single E_eff = 4.60 %
rms speed 1.312e+08 cm/s, (W/v_rms)^2 = 1.58e-04
ionization (1e+07 /s above 24.6 eV): 0.098 % of power
electron density 1e+10 cm^-3, Coulomb logarithm 13.72
e-e frequency 4.90e+04 /s, energy-loss frequency 7.61e+05 /s
  their ratio = 0.0643
energy relaxation length along B 1.773 cm, across 0.999 cm
  across-B length / gap of 5 cm = 0.200
blocked drift: Hall field -5.863 V/cm, heating field 4.00 V/cm
stopping collisions: <energy^2> ratio crossed/E_eff = 0.3282
```
